# Does Fano's q stay constant along a perturbed Rydberg series?

**Q:** I fit one member of an autoionizing Rydberg series with a Fano profile and use the same $q$ for all the others. The lines narrow toward the threshold, but they share one electronic core and one continuum. Why should their shape change?

**A:** Let us first see what your argument assumes. Take an open channel 1, the series in a closed channel 2, and a closed channel 3 with a higher threshold, which may supply a perturbing level. I use Hartree atomic units and measure energy $E$ from the threshold of channel 2.

Outside the core, each short-range solution has the form
$$\Psi_i=\sum_j\Phi_j\,(f_j\delta_{ji}-g_jK_{ji}),$$
with $K$ real and symmetric. In the open channel $f_1\sim\sin\zeta$ and $g_1\sim-\cos\zeta$. In a closed channel the growing parts of $f_j$ and $g_j$ are proportional to $\sin\pi(\nu_j+\mu_j)$ and $-\cos\pi(\nu_j+\mu_j)$, where $\nu_j$ is the effective quantum number. The base functions are chosen so that $K$ has zero diagonal, with that part of the scattering carried by the phases. I write $a=K_{12}$, $b=K_{13}$, $c=K_{23}$, and let $d_i$ be the real dipole amplitude to $\Psi_i$. All of these are taken independent of energy, and $a$, $b$, $d_1$ are nonzero unless I switch one off.

The physical state is $\sum_iA_i\Psi_i$. Its coefficient of $f_j$ is $A_j$ and that of $-g_j$ is $\sum_iK_{ji}A_i$. With $t_j=\tan\pi(\nu_j+\mu_j)$ and $A_1=1$, the absence of growing waves requires
$$t_2A_2+cA_3=-a,\qquad cA_2+t_3A_3=-b.$$
The open wave is $\sin\zeta+R\cos\zeta$ with $R=aA_2+bA_3$. Its amplitude is $\sqrt{1+R^2}$, which must be divided out, so
$$\sigma\propto\frac{D^2}{1+R^2},\qquad D=d_1+d_2A_2+d_3A_3.$$
From here on I drop the prefactor of $\sigma$, neglecting its slow variation with photon energy.

**Q:** Then remove channel 3. Do I get my constant?

**A:** You do. With $b=c=d_3=0$ we have $A_3=0$ and $A_2=-a/t_2$, hence $R=-a^2/t_2$ and
$$\sigma=\frac{(d_1t_2-ad_2)^2}{t_2^2+a^4}.$$
Set $\varepsilon=t_2/a^2$ and take $d_1a^2$ out of the numerator's bracket:
$$\sigma=d_1^2\,\frac{(\varepsilon+q_2)^2}{\varepsilon^2+1},\qquad q_2=-\frac{d_2}{ad_1}.$$
Nothing in $q_2$ depends on the member. Your rule holds for an unperturbed series with constant short-range parameters.

**Q:** And a perturber would just add a smooth hump under the lines?

**A:** Look at the perturber alone first, with $a=c=d_2=0$. Then $A_3=-b/t_3$. With $e=t_3/b^2$ and $q_3=-d_3/(bd_1)$, we get $R=-1/e$, $D=d_1(1+q_3/e)$ and
$$\sigma_b=d_1^2\,\frac{(e+q_3)^2}{e^2+1}.$$
So $e$ is the reduced energy of the interloper and $q_3$ is its own profile parameter. This background is more than a hump: it has a zero at $e=-q_3$, and the phase of the open wave changes across it.

**Q:** Put the series back. What replaces $q_2$?

**A:** Eliminate channel 3 first, because $e=t_3/b^2$ changes little across one line of the series when the interloper is broad. Its equation gives $A_3=-(b+cA_2)/t_3$. Substitution into the channel-2 equation, $R$ and $D$ yields
$$xA_2=-k,\qquad R=r+kA_2,\qquad D=\delta_1+\delta_2A_2,$$
where
$$x=t_2-\frac{c^2}{t_3},\quad k=a-\frac{bc}{t_3},\quad r=-\frac{b^2}{t_3},\quad \delta_1=d_1-\frac{bd_3}{t_3},\quad \delta_2=d_2-\frac{cd_3}{t_3}.$$
This is a two-channel problem whose parameters depend on energy only through $t_3$. They can diverge at $t_3=0$, the centre of the interloper, so I take $t_3\neq0$ here and reach that point as a limit of the final formulas. Insert $A_2=-k/x$ and multiply numerator and denominator by $x^2$:
$$\sigma=\frac{(\delta_1x-k\delta_2)^2}{x^2+(rx-k^2)^2}.$$
The denominator is $(1+r^2)x^2-2rk^2x+k^4$. Completing the square turns it into $(1+r^2)[(x-x_0)^2+w^2]$ with
$$x_0=\frac{rk^2}{1+r^2},\qquad w^2=\frac{k^4}{1+r^2}-\frac{r^2k^4}{(1+r^2)^2}=\frac{k^4}{(1+r^2)^2}.$$
Hence $w=k^2/(1+r^2)$ and $x_0/w=r$. Put $x=x_0+w\varepsilon$. The numerator's bracket becomes
$$\delta_1w\left(\varepsilon+r-\frac{k\delta_2}{w\delta_1}\right),\qquad \frac kw=\frac{1+r^2}{k},$$
so that
$$\sigma=\frac{\delta_1^2}{1+r^2}\,\frac{(\varepsilon+q)^2}{\varepsilon^2+1},\qquad q=r-\frac{(1+r^2)\,\delta_2}{k\,\delta_1}.$$

**Q:** That is still a Fano profile. How strongly does this $q$ vary?

**A:** Define one more ratio, $s=c/(ab)$, and use $t_3=b^2e$:
$$r=-\frac1e,\quad k=\frac{a(e-s)}e,\quad \delta_1=\frac{d_1(e+q_3)}e,\quad \delta_2=-\frac{ad_1(q_2e-sq_3)}e.$$
Since $1+r^2=(e^2+1)/e^2$, the powers of $e$ combine to
$$q=-\frac1e+\frac{(e^2+1)(q_2e-sq_3)}{e(e-s)(e+q_3)}.$$
Over the common denominator the numerator is $(e^2+1)(q_2e-sq_3)-(e-s)(e+q_3)$, which expands to
$$q_2e^3-sq_3e^2+q_2e-sq_3-e^2-q_3e+se+sq_3.$$
The two terms without $e$ cancel. A factor $e$ then divides out, leaving
$$q(e)=\frac{N(e)}{(e-s)(e+q_3)},\qquad N(e)=q_2e^2-(1+sq_3)e+q_2-q_3+s.$$
For $|e|\to\infty$ this returns to $q_2$. Near the interloper it does not stay there.

**Q:** So $q$ can diverge. Is that a failure of the parameter, or does something happen to the line?

**A:** Something happens to the line, and it differs between the two poles. The same substitutions give
$$w=\frac{a^2(e-s)^2}{e^2+1},\qquad \frac{\delta_1^2}{1+r^2}=\frac{d_1^2(e+q_3)^2}{e^2+1}=\sigma_b.$$
At $e=s$ the width vanishes. For $s\ne0$ the direct coupling $a$ is cancelled there by the path through the interloper, $-bc/t_3$. At $e=-q_3$ the background vanishes, and there is nothing for the line to interfere with.

The quantity that stays finite is
$$\sigma_bq^2w=\frac{a^2d_1^2N^2}{(e^2+1)^2}.$$
At the background zero, with $w\neq0$ and $N\neq0$, it gives a symmetric peak of height $\sigma_bq^2$. At the width zero, again with $N\neq0$, the peak grows as $1/w$ while it narrows as $w$, so its area remains finite. The infinity of $q$ is not an infinity of absorption strength.

**Q:** Does passing a pole reverse the asymmetry?

**A:** First, what the sign means. The derivative of the profile is
$$\frac{d}{d\varepsilon}\frac{(\varepsilon+q)^2}{\varepsilon^2+1}=\frac{2(\varepsilon+q)(1-q\varepsilon)}{(\varepsilon^2+1)^2},$$
so the minimum is at $\varepsilon=-q$ and, for $q\neq0$, the maximum is at $\varepsilon=1/q$. Positive $q$ places the minimum on the low-energy side, negative $q$ on the high-energy side.

Now evaluate $N$ at the poles:
$$N(s)=q_2s^2-s-s^2q_3+q_2-q_3+s=(q_2-q_3)(1+s^2),$$
$$N(-q_3)=q_2q_3^2+q_3+sq_3^2+q_2-q_3+s=(q_2+s)(1+q_3^2).$$
If $s\ne-q_3$ and neither value is zero, both poles are simple and $q$ changes sign at each. If one value is zero, that pole cancels. If $s=-q_3$ with $q_2\neq q_3$, the pole is double, and $q$ goes through infinity without changing sign.

**Q:** I would have expected a sign change to pass through zero instead.

**A:** It may do that too, but it need not. If $N(s)$ and $N(-q_3)$ have opposite signs, that is, if
$$(q_2-q_3)(q_2+s)<0,$$
the quadratic $N$ has exactly one zero between the poles. If they have the same sign, there are two zeros between them, counting a double one twice, or none.

A case without any zero is $q_2=2$, $q_3=1$, $s=0$:
$$q=\frac{2e^2-e+1}{e(e+1)}.$$
The discriminant of the numerator is $1-8=-7$, so $q$ never vanishes. It is nevertheless negative for $-1<e<0$; at $e=-\tfrac12$ it equals $2/(-\tfrac14)=-8$. Both reversals go through infinity, and the original sign is restored beyond the interloper.

**Q:** I measure against energy, though, not against your $\varepsilon$. Does a single line still have one $q$?

**A:** It does, to a good approximation, if the line is narrow compared with the series spacing and $e$ hardly changes across it. Let us locate the line first. Its centre, $x=x_0$, lies at $t_2=\tau$ with
$$\tau=\frac{c^2}{t_3}+x_0=\frac{a^2s^2}{e}-\frac{a^2(e-s)^2}{e(e^2+1)}=\frac{a^2[2s-(1-s^2)e]}{e^2+1},$$
so $\varepsilon=(t_2-\tau)/w$. From $\nu_2=(-2E)^{-1/2}$ we have $d\nu_2/dE=\nu_2^3$, and therefore $dt_2/dE=\pi\nu_2^3(1+t_2^2)$. Holding $e$ fixed and matching $\varepsilon\simeq2(E-E_n)/\Gamma_n$ gives
$$\Gamma_n=\frac{2w}{\pi\nu_2^3(1+t_2^2)}.$$
The same linearization for the interloper, whose centre is at $t_3=0$, gives $\Gamma_3=2b^2/(\pi\nu_3^3)$. Near that centre $e$ changes across one linewidth by roughly $2\Gamma_n/\Gamma_3$. This must be small compared with 1, but near the width zero that is not enough, because $\Gamma_n$ is small there even when the interloper is narrow. Holding $e$ fixed also neglects the drift of $\tau$. At $e=s$ one finds $d\tau/de=-a^2$. With $de/dE\simeq2/\Gamma_3$ and small $\tau$, the true width is then the value above divided by $1+\Gamma_n^0/\Gamma_3$, where $\Gamma_n^0=2a^2/(\pi\nu_2^3)$ is the width of the unperturbed line. So $\Gamma_n^0$ must also be small compared with $\Gamma_3$. When the two are equal the line is about half as wide as the formula says, and the $q$ read against the local background departs from the formula as well. In the example below the ratio is about $2\times10^{-4}$ at $n=21$. If the background zero itself lies within the line, what remains is in general a nearly symmetric peak, but the very large $q$ that the formula gives at the line centre need not agree with a fitted value. A narrow interloper can make the change in $e$ large. The formula in $\varepsilon$ then still holds, but one fixed $q$ no longer describes the line in energy.

There is also a convention here. The background is read at $\varepsilon=\infty$, which means $t_2=\infty$. For small $\tau$ this is nearly midway between neighbouring lines. For strongly broadened lines $q$ depends appreciably on that choice of reference.

**Q:** Show me a series in which I could see it.

**A:** Take round model parameters: $a=0.1$, $b=0.3$, $c=0.015$, $d_1=1$, $d_2=-0.04$, $d_3=-0.3$, $\mu_2=0$, $\mu_3=0.4$, and a threshold separation of 0.072 hartree. Then
$$q_2=\frac{0.04}{0.1}=0.4,\qquad q_3=\frac{0.3}{0.3}=1,\qquad s=\frac{0.015}{0.03}=0.5,$$
$$q(e)=\frac{0.4e^2-1.5e-0.1}{(e-0.5)(e+1)}.$$
The interloper is centred at $-0.00196$ hartree, where $\nu_2=15.95$ and $\nu_3=2.6$. Its width is
$$\Gamma_3=\frac{2(0.09)}{\pi(2.6)^3}=0.00326\ \text{hartree}\quad(0.0887\ \text{eV}),$$
about 13 times the local series spacing $\nu_2^{-3}$. Many members therefore lie within it.

The product $(q_2-q_3)(q_2+s)=(-0.6)(0.9)$ is negative, so one zero must lie between the poles. The roots of the numerator are
$$e=\frac{1.5\pm\sqrt{2.25+0.16}}{0.8}=-0.066\ \text{and}\ 3.82.$$
Across this interloper, in order of rising energy, $q$ is infinite at $\nu_2=11.76$, where the background vanishes; zero at $\nu_2=15.54$; and infinite again at $\nu_2=20.79$, where the width vanishes.

**Q:** Those points fall between the members. What do the lines themselves show?

**A:** Here are the members next to each crossing, with one from each end of the range. The fitted values come from free Fano fits to the full three-channel cross section, over four half-widths on either side of each line, with a constant added background allowed. Next to the background zero the fitted digits depend on these choices. For windows from two to ten half-widths, $n=11$ gives 4.64 to 4.73 and $n=12$ gives −12.8 to −13.1. A Fano profile multiplied by a linear factor gives 4.51 and −11.0. The signs do not change.

| $n$ | $e$ | $q$, formula | $q$, fitted | $\Gamma_n$ (hartree) |
|---|---|---|---|---|
| 8 | −3.496 | 1.01 | 1.01 | $1.5\times10^{-5}$ |
| 11 | −1.306 | 4.59 | 4.66 | $5.8\times10^{-6}$ |
| 12 | −0.912 | −12.90 | −12.85 | $4.0\times10^{-6}$ |
| 15 | −0.157 | −0.263 | −0.259 | $7.9\times10^{-7}$ |
| 16 | 0.0075 | 0.224 | 0.225 | $3.8\times10^{-7}$ |
| 20 | 0.442 | 8.18 | 8.18 | $2.2\times10^{-9}$ |
| 21 | 0.5145 | −34.97 | −34.97 | $1.1\times10^{-10}$ |
| 40 | 1.034 | −1.13 | −1.13 | $1.4\times10^{-8}$ |

For $n=12$ the arithmetic is
$$q=\frac{0.333+1.368-0.1}{(-1.412)(0.088)}\approx-12.9.$$
Between $n=11$ and $n=12$ the minimum moves from the low-energy to the high-energy side, and both lines are peaks. Between $n=15$ and $n=16$ it moves back, but there $|q|<1$ and the lines are mainly dips. The third reversal, between $n=20$ and $n=21$, occurs among very narrow lines. The width at $n=21$ is about a hundred times smaller than at $n=40$, so the usual $\nu_2^{-3}$ narrowing fails here as well. The cause is the factor $(e-s)^2$ in $w$: for $n=21$, $e-s$ is only 0.0145.

**Q:** You said that $q$ returns to $q_2$. Yet at $n=40$ it is negative, and $q_2=0.4$.

**A:** The lasting return requires large $|e|$; inside the interloper $q$ only passes through $q_2$ once, at $e=0.059$. Toward the threshold the series ends before large $|e|$ is reached. At its threshold $e=1.23$, well short of the second zero at 3.82. The limiting value is $q=-0.82$, and every member from $n=21$ upward is negative. On the low-energy side the return is gradual: $q$ is still 1.01 at $n=8$, and falls to 0.45 at $n=4$, where $e=-34.0$. A value fitted near the threshold therefore need not have the sign of the unperturbed parameter.

**Q:** Could the reversal be an artefact of eliminating the channels one after the other?

**A:** That was tested in two ways. For random strong couplings, the closed form agrees with a direct solution of the simultaneous closed-channel conditions. A separate configuration-interaction calculation couples a flat continuum to many equally spaced discrete levels and one broad level. For the same $a$, $b$, $c$ and $d_i$, it differs from the closed form by at most $1.8\times10^{-5}$ at the energies tried, in units where $d_1^2=1$. With the interloper removed, the same fitting procedure gives $q=0.400$ to $0.401$ for $n=8$, 16 and 30. The variation in the table is therefore not produced by the fit. The numerical output lists further members.

**Q:** How far can I carry this over to a real spectrum?

**A:** An interloper can change $q$ along a real series too, but the counting of poles belongs to this model. It assumes one open channel, one interloping channel and constant short-range parameters. With several open channels the series has a coupling amplitude to each, and the total width vanishes only if all of them vanish at the same energy. One variable cannot in general meet several conditions, so the width zero is then usually replaced by a minimum. If $K$ or the $d_i$ drift over the range of the series, $q_2$, $q_3$ and $s$ can drift too.

For your fits, give each member its own $q$ and $\Gamma_n$, then examine them together as functions of energy. A constant $q$ is a result to be checked on the series. It is not a constraint to impose when a broad interloper lies among the lines.

## Table of computed values

```
couplings a, b, c (dimensionless): 0.100, 0.300, 0.015
dipoles d1, d2, d3 (relative units): 1.000, -0.040, -0.300
quantum defects mu2, mu3 (dimensionless): 0.00, 0.40
threshold separation (hartree): 0.0720
q2, q3, s (dimensionless): 0.4000, 1.0000, 0.5000
interloper centre (hartree): -0.0019645
interloper nu3, nu2 at centre (dimensionless): 2.600, 15.954
interloper width (hartree): 0.0032599
interloper width (eV): 0.08871
interloper width / series spacing at centre (dimensionless): 13.24
q infinite, background vanishes: e=-1.0000, energy=-0.0036173 hartree (-0.09843 eV), nu2=11.757
q zero: e=-0.0655, energy=-0.0020714 hartree (-0.05637 eV), nu2=15.536
q infinite, line width vanishes: e=0.5000, energy=-0.0011568 hartree (-0.03148 eV), nu2=20.791
second zero of q, e (dimensionless): 3.8155
n | energy (hartree) | e | width (hartree) | q formula | q fitted
 8 | -0.0078108 | -3.4963 | 1.501e-05 |    1.0058 |    1.0074
 9 | -0.0061711 | -2.5175 | 1.083e-05 |    1.3565 |    1.3618
10 | -0.0049983 | -1.8220 | 7.942e-06 |    2.0752 |    2.0917
11 | -0.0041305 | -1.3063 | 5.762e-06 |    4.5939 |    4.6606
12 | -0.0034705 | -0.9121 | 4.007e-06 |  -12.9047 |  -12.8477
13 | -0.0029570 | -0.6035 | 2.584e-06 |   -2.1732 |   -2.1809
14 | -0.0025497 | -0.3570 | 1.510e-06 |   -0.8830 |   -0.8801
15 | -0.0022212 | -0.1571 | 7.942e-07 |   -0.2627 |   -0.2593
16 | -0.0019524 |  0.0075 | 3.768e-07 |    0.2240 |    0.2254
17 | -0.0017295 |  0.1445 | 1.603e-07 |    0.7580 |    0.7584
18 | -0.0015428 |  0.2599 | 5.893e-08 |    1.5298 |    1.5301
19 | -0.0013847 |  0.3579 | 1.660e-08 |    3.0354 |    3.0358
20 | -0.0012498 |  0.4419 | 2.244e-09 |    8.1781 |    8.1789
21 | -0.0011336 |  0.5145 | 1.136e-10 |  -34.9688 |  -34.9718
22 | -0.0010329 |  0.5775 | 2.693e-09 |   -6.8116 |   -6.8121
23 | -0.0009451 |  0.6327 | 6.574e-09 |   -4.1042 |   -4.1045
24 | -0.0008680 |  0.6812 | 1.032e-08 |   -3.0738 |   -3.0739
30 | -0.0005555 |  0.8788 | 1.909e-08 |   -1.5587 |   -1.5587
40 | -0.0003125 |  1.0338 | 1.370e-08 |   -1.1267 |   -1.1267
series limit: e=1.2349, q=-0.8174 (dimensionless)
control q without interloper, n=8, 16, 30 (dimensionless): 0.4006, 0.4003, 0.4001
largest fit deviation in arccot q, as sine (dimensionless): 3.23e-03
largest relative deviation of fitted width (dimensionless): 6.29e-03
largest deviation from configuration interaction (relative units): 1.75e-05
```
